\section*{Reststrahlen band and reflectivity zero of a model ionic crystal}

\section{Problem}

A cubic, non-magnetic ionic crystal has one infrared-active vibration. Its dielectric function, for fields varying as $e^{-i\omega t}$, is
\begin{equation}
\varepsilon(\omega)=\varepsilon_\infty+\frac{\Delta\,\omega_T^2}{\omega_T^2-\omega^2-i\gamma\omega},
\qquad \Delta=\varepsilon_s-\varepsilon_\infty>0 .
\label{eps}
\end{equation}
Here $\varepsilon_s$ is the static dielectric constant, $\varepsilon_\infty>1$ is the electronic contribution including the vacuum term 1, $\omega_T$ is the transverse optical frequency $\omega_{TO}$, and $\gamma$ is the damping rate. All frequencies considered are far below those of electronic absorption, so $\varepsilon_\infty$ is a real constant.

Light falls from vacuum at normal incidence on a flat face of the crystal, which is treated as filling a half-space, so that nothing returns from a back face. For $\gamma=0$ this is an idealization: light travelling in a loss-free crystal is not attenuated, so thickness alone cannot remove the wave reflected at a back face. Take the model values
\[
\varepsilon_s=6,\quad \varepsilon_\infty=2.5,\quad \omega_T=200\ \mathrm{cm^{-1}},\quad \gamma=4\ \mathrm{cm^{-1}} .
\]
A frequency given in $\mathrm{cm^{-1}}$ is the wavenumber $\tilde\nu=\omega/(2\pi c)$. Ratios of frequencies are unaffected by this choice of unit.

\begin{enumerate}
\item For $\gamma=0$, in what frequency range is the reflectivity $R$ equal to 1, and how is its upper end related to the longitudinal optical frequency $\omega_L$ (that is, $\omega_{LO}$)?
\item For $\gamma=0$, at what frequency does $R$ vanish?
\item What does the given damping do to both features?
\end{enumerate}

\section{A first estimate by scaling}

If $\varepsilon$ is real and negative, the wave equation has decaying instead of travelling solutions in the crystal. Without damping, the energy must then come back, so the band of high reflectivity should be the range where $\varepsilon<0$. It begins at $\omega_T$, where the undamped denominator changes sign. Reflection should vanish where the crystal responds like vacuum, at $\varepsilon=1$.

For a quick estimate of these frequencies, suppose that $\omega^2\gg\omega_T^2$. The ions then move as if they had no restoring force, and
\begin{equation}
\varepsilon(\omega)\approx\varepsilon_\infty-\frac{\Delta\,\omega_T^2}{\omega^2}.
\label{freeions}
\end{equation}
Setting this to 0 and to 1 gives
\begin{align}
\omega_L^{\rm est}&=\omega_T\sqrt{\frac{\Delta}{\varepsilon_\infty}}
=200\sqrt{\frac{3.5}{2.5}}\approx 237\ \mathrm{cm^{-1}},\\
\omega_R^{\rm est}&=\omega_T\sqrt{\frac{\Delta}{\varepsilon_\infty-1}}
=200\sqrt{\frac{3.5}{1.5}}\approx 306\ \mathrm{cm^{-1}} .
\end{align}
Neither result is much larger than $\omega_T$, so the estimate itself warns that the restoring force matters.

The small parameter for damping is $\gamma/\omega_T=0.02$. Inside the band the absorbed power should be proportional to $\gamma$, which suggests $1-R\sim0.02$. At the reflectivity zero, damping should add a reflected amplitude proportional to $\gamma$. The reflected power is the square of the amplitude, which suggests $R\sim(0.02)^2=4\times10^{-4}$. Numerical factors are still missing from both estimates.

\section{Exact solution}

\subsection{The ions and the longitudinal frequency}

Let $Q$ be the ionic polarization divided by the vacuum permittivity, so that it has the unit of an electric field. In the macroscopic field $E$ it obeys
\begin{equation}
\ddot Q+\gamma\dot Q+\omega_T^2Q=\omega_T^2\Delta\,E .
\label{ion}
\end{equation}
The factor on the right is fixed by the static limit, in which $Q=\Delta E$ is the ionic part of the response. For time dependence $e^{-i\omega t}$, the derivatives become $\dot Q=-i\omega Q$ and $\ddot Q=-\omega^2Q$. Hence
\[
Q=\frac{\omega_T^2\Delta}{\omega_T^2-\omega^2-i\gamma\omega}\,E .
\]
The displacement field divided by the vacuum permittivity is $D=\varepsilon_\infty E+Q=\varepsilon E$, which reproduces Eq.~\eqref{eps}.

In a longitudinal wave, $D$ is parallel to the wavevector $\mathbf k$. With no free charge, $\mathbf k\cdot\mathbf D=0$, so $D=0$ and $E=-Q/\varepsilon_\infty$. This field opposes the polarization and stiffens the vibration. For $\gamma=0$, Eq.~\eqref{ion} becomes
\[
\ddot Q=-\omega_T^2\left(1+\frac{\Delta}{\varepsilon_\infty}\right)Q
=-\omega_T^2\,\frac{\varepsilon_\infty+\Delta}{\varepsilon_\infty}\,Q .
\]
Since $\varepsilon_\infty+\Delta=\varepsilon_s$,
\begin{equation}
\omega_L^2=\omega_T^2\,\frac{\varepsilon_s}{\varepsilon_\infty}.
\label{lst}
\end{equation}
This is the Lyddane--Sachs--Teller relation for one mode.

\subsection{Reflection at the surface}

Let the crystal fill $z>0$ and write $q=\omega/c$. The field obeys $E''+q^2E=0$ in vacuum and $E''+q^2\varepsilon E=0$ in the crystal, where primes on $E$ mean derivatives with respect to $z$. With unit incident amplitude,
\[
E=e^{iqz}+r\,e^{-iqz}\quad(z<0),\qquad
E=t\,e^{iqNz}\quad(z>0),
\]
where $N=n+i\kappa$ and $N^2=\varepsilon$. We choose $\kappa\ge0$, so that the field does not grow with depth. If $\kappa=0$, we choose $n>0$, so that the transmitted wave carries energy away from the surface.

The tangential electric and magnetic fields are continuous. In a non-magnetic crystal the magnetic field is proportional to $E'$, with the same factor on both sides, so $E$ and $E'$ are continuous:
\[
1+r=t,\qquad 1-r=Nt .
\]
Eliminating $t$ gives $1-r=N(1+r)$, and therefore
\begin{equation}
r=\frac{1-N}{1+N},\qquad
R=|r|^2=\frac{(n-1)^2+\kappa^2}{(n+1)^2+\kappa^2}.
\label{R}
\end{equation}
Because $(n+1)^2-(n-1)^2=4n$, the power entering the crystal is
\begin{equation}
1-R=\frac{4n}{(n+1)^2+\kappa^2}.
\label{loss}
\end{equation}

\subsection{The Reststrahlen band without damping}

Set $\gamma=0$ and put Eq.~\eqref{eps} over one denominator:
\begin{align}
\varepsilon(\omega)
&=\frac{\varepsilon_\infty(\omega_T^2-\omega^2)+(\varepsilon_s-\varepsilon_\infty)\omega_T^2}{\omega_T^2-\omega^2}
=\frac{\varepsilon_s\omega_T^2-\varepsilon_\infty\omega^2}{\omega_T^2-\omega^2}\nonumber\\
&=\varepsilon_\infty\,\frac{\omega_L^2-\omega^2}{\omega_T^2-\omega^2}.
\label{factor}
\end{align}
The last step uses $\varepsilon_s\omega_T^2=\varepsilon_\infty\omega_L^2$ from Eq.~\eqref{lst}. Numerator and denominator have opposite signs for $\omega_T<\omega<\omega_L$, and only there is $\varepsilon$ negative. In this range $n=0$ and $\kappa=\sqrt{-\varepsilon}$, so Eq.~\eqref{loss} gives $R=1$. At $\omega_L$ itself $N=0$, and again $R=1$. Outside the band $\varepsilon$ is positive and finite, so $n>0$ and $R<1$. As $\omega$ approaches $\omega_T$, $|\varepsilon|$ diverges and $R$ tends to 1.

The upper end of the band is therefore
\[
\omega_L=200\sqrt{6/2.5}=309.8\ \mathrm{cm^{-1}},
\]
and the band is $109.8\ \mathrm{cm^{-1}}$ wide. In ordinary frequency, $\omega/2\pi$, it runs from 5.996 to 9.289 THz.

Total reflection does not mean that the field stops at the surface. It decays as $e^{-z/\delta}$ with $\delta=c/(\omega\kappa)=1/(2\pi\tilde\nu\kappa)$. At $250\ \mathrm{cm^{-1}}$,
\[
\varepsilon=2.5+\frac{3.5\times200^2}{200^2-250^2}=-3.722,\qquad \kappa=1.929,
\]
\[
\delta=\frac{1}{2\pi(250\ \mathrm{cm^{-1}})(1.929)}=3.30\ \mu\mathrm m .
\]
The time-averaged energy flux in the crystal is proportional to $\mathrm{Im}(E^*E')=qn|E|^2$, which vanishes for $n=0$. The ions in this layer vibrate, but over a cycle they return all the energy they receive.

\subsection{The reflectivity zero without damping}

Equation~\eqref{R} gives $R=0$ only for $n=1$ and $\kappa=0$, which means $\varepsilon=1$. From Eq.~\eqref{eps} with $\gamma=0$,
\[
\varepsilon_\infty-1=\frac{\Delta\,\omega_T^2}{\omega^2-\omega_T^2}
\quad\Longrightarrow\quad
\omega^2-\omega_T^2=\frac{\Delta\,\omega_T^2}{\varepsilon_\infty-1}.
\]
Adding $\omega_T^2$ and using $\varepsilon_\infty-1+\Delta=\varepsilon_s-1$,
\begin{equation}
\omega_R^2=\omega_T^2\,\frac{\varepsilon_s-1}{\varepsilon_\infty-1}.
\label{zero}
\end{equation}
This is the single positive solution. It lies above the band, because
\[
\omega_R^2-\omega_L^2
=\omega_T^2\Delta\left(\frac{1}{\varepsilon_\infty-1}-\frac{1}{\varepsilon_\infty}\right)
=\frac{\omega_T^2\Delta}{\varepsilon_\infty(\varepsilon_\infty-1)}>0 .
\]
For the model crystal,
\[
\omega_R=200\sqrt{5/1.5}=365.1\ \mathrm{cm^{-1}},
\]
or 10.947 THz.

At $\omega_R$ the total polarization vanishes. The electrons are polarized along the field and the ions, driven above their resonance, against it; the two parts cancel. At $\omega_L$ it is $D$ that vanishes, which is a different condition. If $\varepsilon_\infty=1$, there is no electronic polarization to cancel the ionic part. The equation $\varepsilon=1$ then has no finite solution, and the zero is lost.

The rest of the undamped spectrum follows from
\[
\frac{d\varepsilon}{d\omega}=\frac{2\omega\,\Delta\,\omega_T^2}{(\omega_T^2-\omega^2)^2}>0 .
\]
For real $N=n$, $R=[(n-1)/(n+1)]^2$ rises with $n$ when $n>1$ and falls with $n$ when $n<1$. Thus $R$ rises from 0.177 at low frequency to 1 at $\omega_T$. Above $\omega_L$ it falls to 0 at $\omega_R$ and then rises towards 0.051, the value set by $n=\sqrt{\varepsilon_\infty}$.

\subsection{Damping inside the band}

Write $\varepsilon=\varepsilon'+i\varepsilon''$. Multiplying numerator and denominator of the ionic term in Eq.~\eqref{eps} by the complex conjugate of the denominator gives
\begin{equation}
\varepsilon''=\frac{\Delta\,\omega_T^2\,\gamma\omega}{(\omega_T^2-\omega^2)^2+\gamma^2\omega^2}.
\label{imeps}
\end{equation}
From $N^2=\varepsilon$ we have $n^2-\kappa^2=\varepsilon'$ and $2n\kappa=\varepsilon''$. Well inside the band, weak damping gives $n\ll\kappa$, so $\kappa\approx\sqrt{-\varepsilon'}$ and $n\approx\varepsilon''/(2\kappa)$. If also $n\ll1$, Eq.~\eqref{loss} becomes
\begin{equation}
1-R\approx\frac{4n}{1+\kappa^2}\approx\frac{2\varepsilon''}{\kappa(1+\kappa^2)} .
\label{bandloss}
\end{equation}
At $250\ \mathrm{cm^{-1}}$, $\varepsilon''=0.276$, and this formula gives $1-R=0.061$. The full formula gives 0.059. The approximation is about 3\% too high relative to the full value. Most of this comes from the neglected term $2n$ in the denominator of Eq.~\eqref{loss}: $2n/(1+\kappa^2)\approx0.03$.

The approximation fails at the band edges. At $\omega_L$, $\varepsilon'$ is nearly zero and $\varepsilon\approx i\varepsilon''$, so $n\approx\kappa\approx\sqrt{\varepsilon''/2}$. The leading loss, $1-R\approx4n$, grows as $\sqrt\gamma$, much faster than in mid-band for small $\gamma$. Here $\varepsilon''=0.055$ gives $n\approx\sqrt{0.055/2}=0.166$. The full calculation gives $n=0.168$ and $R=0.52$, so at this damping the leading term $4n\approx0.67$ overestimates the actual loss of 0.48. At $\omega_T$, $\varepsilon=\varepsilon_\infty+i\Delta\omega_T/\gamma=2.5+175i$, and $R=0.81$. There $n\approx\kappa\approx\sqrt{\Delta\omega_T/(2\gamma)}\gg1$, so Eq.~\eqref{loss} gives $1-R\approx4n/(2n^2)=2/n$, which again grows as $\sqrt\gamma$.

\begin{center}
\begin{tabular}{rcc}
$\tilde\nu$ ($\mathrm{cm^{-1}}$) & $R$, $\gamma=0$ & $R$, $\gamma=4\ \mathrm{cm^{-1}}$\\
100 & 0.208 & 0.208\\
250 & 1 & 0.941\\
300 & 1 & 0.829\\
309.8 & 1 & 0.517\\
330 & 0.035 & 0.035\\
500 & 0.023 & 0.023
\end{tabular}
\end{center}

The damped reflectivity is highest, 0.945, at $234\ \mathrm{cm^{-1}}$ and has clearly fallen by $300\ \mathrm{cm^{-1}}$. In this model the damped band therefore begins to drop well below $\omega_L$: it is 0.05 below its peak at $287\ \mathrm{cm^{-1}}$. Its steepest fall, at $310.1\ \mathrm{cm^{-1}}$, lies close to $\omega_L$ for this weak damping. A fit of the whole spectrum with Eqs.~\eqref{eps} and \eqref{R} can recover $\omega_L$ if one mode with constant $\gamma$ describes the crystal; if the damping varies across the band, the fitted frequencies are biased.

\subsection{Damping at the minimum}

For $\gamma>0$ and $\omega>0$, $\varepsilon''>0$, so $\varepsilon$ cannot equal 1 and $R$ cannot vanish. Let $\eta=\varepsilon-1$ be small. Then $N\approx1+\eta/2$, and to leading order Eq.~\eqref{R} gives
\[
r\approx\frac{-\eta/2}{2}=-\frac{\eta}{4},\qquad R\approx\frac{|\eta|^2}{16}.
\]
At $\omega_R$ the real part of $\eta$ is of order $\gamma^2$, while its imaginary part is $\varepsilon''$, of order $\gamma$. Dropping $\gamma^2\omega^2$ in the denominator of Eq.~\eqref{imeps} and inserting $\omega_R^2-\omega_T^2=\Delta\omega_T^2/(\varepsilon_\infty-1)$,
\begin{equation}
\varepsilon''(\omega_R)\approx
\Delta\,\omega_T^2\gamma\omega_R\,\frac{(\varepsilon_\infty-1)^2}{\Delta^2\omega_T^4}
=\frac{(\varepsilon_\infty-1)^2\gamma\omega_R}{\Delta\,\omega_T^2}.
\end{equation}
Numerically,
\[
\varepsilon''(\omega_R)\approx\frac{1.5^2\times4\times365.1}{3.5\times200^2}=0.0235,
\qquad
R_{\min}\approx\frac{(0.0235)^2}{16}=3.4\times10^{-5}.
\]
Numerical minimization of the full formula also gives $3.4\times10^{-5}$. The minimum moves up by only about $0.04\ \mathrm{cm^{-1}}$. Doubling $\gamma$ multiplies both its height and its shift by nearly 4, as expected for quantities of order $\gamma^2$. For weak damping, the position of the minimum therefore stays very close to $\omega_R$, whereas the reflectivity at the upper band edge is already strongly reduced.

The assumption of a thick crystal is most demanding where absorption is weak. At $500\ \mathrm{cm^{-1}}$, $\kappa=0.0023$, and the intensity decays over $1/(4\pi\tilde\nu\kappa)\approx0.7$ mm. A wave that returns from the back face of a plate of thickness $L$ has travelled $2L$, so its amplitude is reduced by $e^{-4\pi\tilde\nu\kappa L}$, which is only $e^{-1}$ for $L\approx0.7$ mm. For a plate in vacuum with parallel faces, this wave interferes with the front reflection and changes $R$ by about $\pm10\%$ of its value when $L$ is three such lengths, and by about $\pm1\%$ when it is five. The length depends on frequency: it is 0.19 mm at $\omega_R$ and 4.0 mm at both 50 and $1000\ \mathrm{cm^{-1}}$. These values assume the same constant $\gamma$ far from the resonance, which need not hold in a real crystal.

\section{Comparison of the estimate with the solution}

The exact frequencies can be written as
\begin{equation}
\omega_L^2=\omega_T^2+(\omega_L^{\rm est})^2,\qquad
\omega_R^2=\omega_T^2+(\omega_R^{\rm est})^2 .
\end{equation}
The estimate found the effect of the electric forces correctly but omitted the restoring force, which adds $\omega_T^2$ to each squared frequency. Relative to the exact values, 237 instead of $309.8\ \mathrm{cm^{-1}}$ is 24\% too low, and 306 instead of $365.1\ \mathrm{cm^{-1}}$ is 16\% too low. The ratios of estimated to exact frequency are $\sqrt{\Delta/\varepsilon_s}$ and $\sqrt{\Delta/(\varepsilon_s-1)}$. The first approaches 1 when $\Delta\gg\varepsilon_\infty$, the second when $\Delta\gg\varepsilon_\infty-1$.

For damping, the scaling arguments gave the right powers of $\gamma$ in mid-band and at the minimum, but not the factors. The mid-band loss is 0.059, about three times the estimate of 0.02. The minimum is $3.4\times10^{-5}$, about twelve times below the estimate of $4\times10^{-4}$. In the second case the factor is
\[
\frac{R_{\min}}{(\gamma/\omega_T)^2}\approx
\frac{(\varepsilon_\infty-1)^4}{16\,\Delta^2}\,\frac{\omega_R^2}{\omega_T^2}\approx0.086,
\]
and its smallness comes from the $1/16$, the square of the $1/4$ in the reflected amplitude; the remaining factors multiply to about 1.4. The linear law for the loss does not extend to the band edges, where the loss grows as $\sqrt\gamma$.

The numerical check checks the dielectric function and $\omega_L$ by integrating the ion motion, and the reflection formula by integrating the wave equation through a slab.

\section*{Calculated quantities}
\begin{verbatim}
static dielectric constant: 6.00
electronic dielectric constant: 2.50
damping rate: 4.0 cm^-1
omega_TO: 200.0 cm^-1 = 5.996 THz
omega_LO: 309.8 cm^-1 = 9.289 THz
R = 0 at: 365.1 cm^-1 = 10.947 THz
omega_LO/omega_TO: 1.5492
omega_R/omega_TO: 1.8257
band width: 109.8 cm^-1
omega_LO from ion motion: 309.8 cm^-1
band edges from scan: 200.00, 309.83 cm^-1
zero from minimization: 365.15 cm^-1
R, low-frequency limit: 0.1766
R, high-frequency limit: 0.0507
No damping: w (cm^-1), eps, n, kappa, R
  100  7.1667  2.6771  0.0000  0.2080
  150  10.5000  3.2404  0.0000  0.2791
  250  -3.7222  0.0000  1.9293  1.0000
  300  -0.3000  0.0000  0.5477  1.0000
  330  0.4681  0.6842  0.0000  0.0352
  400  1.3333  1.1547  0.0000  0.0052
  500  1.8333  1.3540  0.0000  0.0226
field decay length at 250 cm^-1: 3.30 um
With damping: w (cm^-1), Re eps, Im eps, n, kappa, R
  100.0  7.1658  0.0622  2.6769  0.0116  0.2080
  200.0  2.5000  175.0000  9.4212  9.2876  0.8066
  250.0  -3.7100  0.2760  0.0716  1.9275  0.9411
  300.0  -0.2984  0.0672  0.0611  0.5497  0.8289
  309.8  0.0012  0.0553  0.1681  0.1645  0.5167
  330.0  0.4688  0.0389  0.6853  0.0284  0.0351
  500.0  1.8334  0.0063  1.3540  0.0023  0.0226
highest damped R: 0.9446 at 233.9 cm^-1
1-R at 250 cm^-1, full formula: 0.0589
1-R at 250 cm^-1, estimate: 0.0608
Im eps at omega_R, estimate: 0.02347
damped minimum position: 365.19 cm^-1
damped minimum R, full formula: 3.439e-05
damped minimum R, estimate: 3.444e-05
minimum R ratio for doubled damping: 3.985
minimum shift ratio for doubled damping: 3.988
\end{verbatim}
